# Hubbard U and charge localization in stretched H2+: a program that tests the result

```python
"""Stretched H2+ with a +U correction: result under test.

One electron is shared by two distant identical sites, n and 1-n.
With site curvature C = d2E/dn2 and Hubbard parameter U the energy
relative to the localized state is (U - C) n (1 - n):
the symmetric state gains C/4 and pays U/4.
Finite distance R adds n(1-n)/R (atomic units); hopping t moves the
localization threshold from U = C to U = C + 2t.
Energies are in eV unless a comment says hartree.
"""
import os
for variable in ("OMP_NUM_THREADS", "OPENBLAS_NUM_THREADS", "MKL_NUM_THREADS"):
    os.environ[variable] = "1"
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from pyscf import gto, dft

HARTREE = physical_constants["Hartree energy in eV"][0]
BASIS = "aug-cc-pvtz"
LSDA = "lda_x,lda_c_pw_mod"


def hubbard_term(n_up, n_down, u):
    """Pair energy of an s shell minus its fully localized double counting."""
    total = n_up + n_down
    return u * n_up * n_down - 0.5 * u * total * (total - 1.0)


def pair_u_energy(n, u):
    """+U energy of two sites holding n and 1-n electrons of one spin."""
    return hubbard_term(n, 0.0, u) + hubbard_term(1.0 - n, 0.0, u)


# --- constant-curvature sites: explicit sums against the derived law ---
def quadratic_site(n, c):
    return -3.0 - 7.0 * n + 0.5 * c * n**2


for c_test, u_test in [(4.0, 0.0), (4.0, 4.0), (4.0, 6.5), (9.0, 2.0)]:
    for n in np.linspace(0.0, 1.0, 11):
        total = (quadratic_site(n, c_test) + quadratic_site(1 - n, c_test)
                 + pair_u_energy(n, u_test))
        localized = quadratic_site(0.0, c_test) + quadratic_site(1.0, c_test)
        assert abs(total - localized - (u_test - c_test) * n * (1 - n)) < 1e-12

# the double-counting form equals the rotationally invariant form
for n_up, n_down in [(0.3, 0.0), (0.7, 0.4), (1.0, 0.2)]:
    invariant = 0.5 * 5.0 * (n_up * (1 - n_up) + n_down * (1 - n_down))
    assert abs(hubbard_term(n_up, n_down, 5.0) - invariant) < 1e-12


# --- self-consistent energy of one spin-up orbital ---
class OneOrbitalSystem:
    """Integrals and grid, built once; the orbital lies in span(subspace)."""

    def __init__(self, mol, subspace):
        self.subspace = subspace
        self.core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
        self.overlap = subspace.T @ mol.intor("int1e_ovlp") @ subspace
        size = mol.nao
        self.repulsion = mol.intor("int2e").reshape(size, size, size, size)
        grid = dft.gen_grid.Grids(mol)
        grid.level = 3
        grid.build()
        self.weights = grid.weights
        self.values = mol.eval_gto("GTOval_sph", grid.coords)
        self.nuclear = mol.energy_nuc()

    def orbital_density(self, fock, n):
        reduced = self.subspace.T @ fock @ self.subspace
        orbital = self.subspace @ eigh(reduced, self.overlap)[1][:, 0]
        return n * np.outer(orbital, orbital)

    def fock_and_energy(self, density, exact_exchange):
        """Fock matrix and total energy in hartree."""
        size = len(density)
        hartree = (self.repulsion.reshape(size**2, size**2)
                   @ density.ravel()).reshape(size, size)
        energy = self.nuclear + np.sum(density * (self.core + 0.5 * hartree))
        if exact_exchange:
            exchange = np.einsum("ijkl,jk->il", self.repulsion, density)
            energy -= 0.5 * np.sum(density * exchange)
            return self.core + hartree - exchange, energy
        rho = np.sum((self.values @ density) * self.values, axis=1)
        rho = np.maximum(rho, 0.0)
        exc, vxc = dft.libxc.eval_xc(LSDA, (rho, np.zeros_like(rho)),
                                     spin=1, deriv=1)[:2]
        potential = self.weights * vxc[0][:, 0]
        energy += np.sum(self.weights * rho * exc)
        xc_matrix = self.values.T @ (potential[:, None] * self.values)
        return self.core + hartree + xc_matrix, energy

    def solve(self, n, exact_exchange=False):
        """Self-consistent total energy in eV with n electrons."""
        density = self.orbital_density(self.core, n)
        for _ in range(100):
            fock, energy = self.fock_and_energy(density, exact_exchange)
            updated = self.orbital_density(fock, n)
            change = np.max(np.abs(updated - density))
            if change < 1e-7:
                return energy * HARTREE
            density = 0.4 * density + 0.6 * updated
        raise AssertionError("self-consistency not reached")


# --- hydrogen atom with fractional occupation ---
atom_mol = gto.M(atom="H 0 0 0", basis=BASIS, spin=1, verbose=0)
nao = atom_mol.nao
atom = OneOrbitalSystem(atom_mol, np.eye(nao))
occupations = np.arange(11) / 10.0
site = np.array([0.0] + [atom.solve(n) for n in occupations[1:]])
pair = site + site[::-1] - site[0] - site[-1]
curvature = -4.0 * pair[5]
local_curvature = (site[6] - 2 * site[5] + site[4]) / 0.1**2
remainder = pair + np.array([pair_u_energy(n, curvature) for n in occupations])
assert curvature > 0
assert np.max(np.abs(remainder)) < 0.10 * curvature / 4

u_low, u_high = curvature - 1.0, curvature + 1.0
total_low = pair + np.array([pair_u_energy(n, u_low) for n in occupations])
total_high = pair + np.array([pair_u_energy(n, u_high) for n in occupations])
assert np.argmin(total_low) == 5
assert np.argmin(total_high) in (0, 10)

# exact exchange has no one-electron self-interaction: no curvature
curvature_hf = 4.0 * (atom.solve(1.0, True) - 2.0 * atom.solve(0.5, True))
assert abs(curvature_hf) < 1e-4

# --- independent molecular calculation of symmetric H2+ ---
distance = 15.0
half = distance / 2
molecule_mol = gto.M(atom=[["H", (0, 0, -half)], ["H", (0, 0, half)]],
                     unit="Bohr", basis=BASIS, charge=1, spin=1, verbose=0)
# sign of each basis function under reflection in the midplane
mirror_points = np.array([[0.3, 0.5, 0.7 - half], [0.3, 0.5, half - 0.7]])
mirror_values = molecule_mol.eval_gto("GTOval_sph", mirror_points)
signs = np.sign(mirror_values[0, :nao] * mirror_values[1, nao:])
assert np.allclose(mirror_values[0, :nao], signs * mirror_values[1, nao:])
even_subspace = np.vstack([np.eye(nao), np.diag(signs)]) / np.sqrt(2.0)
molecule = OneOrbitalSystem(molecule_mol, even_subspace)
molecular_difference = molecule.solve(1.0) - site[-1]
intersite = HARTREE / distance
predicted_difference = -curvature / 4 + intersite / 4
# tolerance covers polarization and overlap at this distance
assert abs(molecular_difference - predicted_difference) < 0.01

# --- two-site model with hopping, iterated to self-consistency ---
hopping = 0.1


def self_consistent_occupation(excess):
    """Occupation of site A for U - C = excess, from an asymmetric start."""
    n = 0.9
    for _ in range(300):
        v_a = 0.5 * excess * (1 - 2 * n)
        v_b = 0.5 * excess * (1 - 2 * (1 - n))
        _, vectors = np.linalg.eigh([[v_a, -hopping], [-hopping, v_b]])
        n = vectors[0, 0] ** 2
    return n


def scanned_occupation(excess):
    """Larger site occupation at the global minimum over all real states."""
    angle = np.linspace(0.0, np.pi / 2, 200001)
    a, b = np.cos(angle), np.sin(angle)
    energy = 0.5 * excess * (a**2 - a**4 + b**2 - b**4) - 2 * hopping * a * b
    n = a[np.argmin(energy)] ** 2
    return max(n, 1 - n)


model = []
for excess in (0.1, 0.15, 0.25, 0.5, 1.0):
    n = self_consistent_occupation(excess)
    product = 0.25 if excess <= 2 * hopping else (hopping / excess) ** 2
    assert abs(n * (1 - n) - product) < 1e-8
    assert abs(n - scanned_occupation(excess)) < 1e-3
    model.append((excess, n))

# --- numbers for the text ---
print("Hydrogen atom, LSDA (Slater + PW92), basis", BASIS)
print(f"E(n=1/2) of one site: {site[5]:.3f} eV")
print(f"E(n=1) of one site: {site[-1]:.3f} eV")
print(f"effective curvature C from midpoint gain: {curvature:.3f} eV")
print(f"local curvature at n=1/2: {local_curvature:.3f} eV")
print(f"gain C/4 of symmetric state: {curvature / 4:.3f} eV")
print(f"cost U/4 at U=C: {pair_u_energy(0.5, curvature):.3f} eV")
print(f"C with exact exchange only: {abs(curvature_hf):.4f} eV (magnitude)")
print("Distant pair, energies relative to localized state, in eV")
print("n     U=0      U=C      U=C-1eV  U=C+1eV")
for i in range(6):
    print(f"{occupations[i]:.1f} {pair[i]:8.3f} {remainder[i]:8.3f}"
          f" {total_low[i]:8.3f} {total_high[i]:8.3f}")
print(f"largest remainder at U=C: {np.max(np.abs(remainder)):.3f} eV")
print(f"H2+ distance R: {distance:.1f} bohr")
print(f"intersite repulsion strength 1/R: {intersite:.3f} eV")
print(f"H2+ minus H atom, molecular calculation: {molecular_difference:.3f} eV")
print(f"H2+ minus H atom, -C/4 + 1/(4R): {predicted_difference:.3f} eV")
print(f"U for equal end and midpoint energy at this R: {curvature - intersite:.3f} eV")
print(f"Two-site model, hopping t: {hopping:.2f} eV")
print(f"localization threshold of U-C, 2t: {2 * hopping:.2f} eV")
for excess, n in model:
    print(f"U-C = {excess:.2f} eV: larger site occupation {n:.4f}")
print("verified")
```

Running it gives:

```
Hydrogen atom, LSDA (Slater + PW92), basis aug-cc-pvtz
E(n=1/2) of one site: -7.871 eV
E(n=1) of one site: -13.022 eV
effective curvature C from midpoint gain: 10.879 eV
local curvature at n=1/2: 12.025 eV
gain C/4 of symmetric state: 2.720 eV
cost U/4 at U=C: 2.720 eV
C with exact exchange only: 0.0000 eV (magnitude)
Distant pair, energies relative to localized state, in eV
n     U=0      U=C      U=C-1eV  U=C+1eV
0.0    0.000    0.000    0.000    0.000
0.1   -0.881    0.099    0.009    0.189
0.2   -1.660    0.081   -0.079    0.241
0.3   -2.242    0.042   -0.168    0.252
0.4   -2.599    0.011   -0.229    0.251
0.5   -2.720    0.000   -0.250    0.250
largest remainder at U=C: 0.099 eV
H2+ distance R: 15.0 bohr
intersite repulsion strength 1/R: 1.814 eV
H2+ minus H atom, molecular calculation: -2.266 eV
H2+ minus H atom, -C/4 + 1/(4R): -2.266 eV
U for equal end and midpoint energy at this R: 9.065 eV
Two-site model, hopping t: 0.10 eV
localization threshold of U-C, 2t: 0.20 eV
U-C = 0.10 eV: larger site occupation 0.5000
U-C = 0.15 eV: larger site occupation 0.5000
U-C = 0.25 eV: larger site occupation 0.8000
U-C = 0.50 eV: larger site occupation 0.9583
U-C = 1.00 eV: larger site occupation 0.9899
verified
```
